\section*{Steady carrier density and free-carrier loss from two-photon absorption}

\section{Problem}

Light of constant intensity enters a semiconductor whose band gap lies between the energy of one photon and the energy of two. One photon cannot create an electron-hole pair, but two photons absorbed together can. The pairs then absorb light themselves. At the entrance, just inside the material, the data are
\begin{align*}
\text{intensity}\quad & I_0=100\ \mathrm{MW/cm^2},\\
\text{two-photon coefficient}\quad & \beta=0.50\ \mathrm{cm/GW},\\
\text{pair lifetime}\quad & \tau=10\ \mathrm{ns},\\
\text{photon energy}\quad & E=0.80\ \mathrm{eV},\\
\text{free-carrier cross section per pair}\quad & \sigma=1.0\times10^{-17}\ \mathrm{cm^2}.
\end{align*}
Silicon, with a gap of roughly 1.1 eV, meets the gap condition at this photon energy. The values of $\beta$, $\tau$ and $\sigma$ are round model parameters, not measured data for silicon. The last two entries of the list are indispensable: without $E$ the absorbed power cannot be turned into a number of pairs, and without $\sigma$ the number of pairs cannot be turned into a loss.

The coefficient $\beta$ is defined by the decay that two-photon absorption alone would cause along the propagation direction $z$,
\begin{equation}
\left.\frac{dI}{dz}\right|_{\text{two-photon}}=-\beta I^2 .
\label{eq:beta}
\end{equation}

\begin{enumerate}
\item[(a)] Find the steady pair density at the entrance, and the time needed to come within one percent of it.
\item[(b)] Find the free-carrier loss there, in $\mathrm{cm^{-1}}$ and in dB/cm.
\item[(c)] Compare it with the direct two-photon loss. At what intensity are the two equal?
\item[(d)] Over what distance does the steady beam fall to half its entrance intensity? Can the entrance loss be used as a constant over that distance?
\end{enumerate}

Assume that $\tau$ and $\sigma$ do not depend on the pair density or on temperature, that carriers recombine where they are created, and that the carriers present without light are negligible. Neglect linear absorption, scattering and reflections inside the sample, and let the beam keep its cross section.

\section{Hints}

\begin{enumerate}
\item Consider a slab of thickness $dz$. Equation~\eqref{eq:beta} tells how much power it takes from the beam. How much light energy does one new pair cost?
\item In a steady state, pairs disappear as fast as they are made. To find the approach to that state, write the balance as a differential equation in time.
\item Free-carrier absorption lifts carriers that already exist to higher energy. Decide whether it belongs in the generation rate.
\item For part (c), form the ratio of the two losses before inserting numbers, and see which parameters survive.
\item For part (d), the pair density follows the local intensity. Insert its steady value into the equation for $dI/dz$ and separate the variables.
\end{enumerate}

\section{Solution}

\subsection{Part (a): the pair density}

A slab of unit area and thickness $dz$ receives the power $I$ and, as far as two-photon absorption is concerned, passes on $I-\beta I^2dz$. The power absorbed per unit volume is therefore $\beta I^2$. Each pair removes two photons, hence the energy $2E$, from the beam. The part of $2E$ that exceeds the gap is soon lost to the lattice, but it has still been paid by the light, so the price of a pair is $2E$ and not the gap energy. The number of pairs created per volume and time is
\begin{equation}
G=\frac{\beta I^2}{2E}.
\label{eq:G}
\end{equation}
Free-carrier absorption adds nothing to $G$, because it lifts existing carriers to higher states on their own side of the gap and makes no new pairs.

A lifetime $\tau$ means that in a short time $dt$ the fraction $dt/\tau$ of the pairs recombines. The density $N$ then obeys
\begin{equation}
\frac{dN}{dt}=G-\frac{N}{\tau}.
\label{eq:rate}
\end{equation}
Multiplication by $e^{t/\tau}$ turns the terms in $N$ into a total derivative:
\begin{equation*}
\frac{d}{dt}\left(N e^{t/\tau}\right)
=e^{t/\tau}\left(\frac{dN}{dt}+\frac{N}{\tau}\right)
=G\,e^{t/\tau}.
\end{equation*}
At the entrance $I$ is held fixed, so $G$ is constant. Integration from $0$ to $t$ with $N(0)=0$ gives $N e^{t/\tau}=G\tau\,(e^{t/\tau}-1)$, or
\begin{equation}
N(t)=G\tau\left(1-e^{-t/\tau}\right).
\label{eq:build}
\end{equation}
For $t\gg\tau$ the exponential vanishes and the density settles at
\begin{equation}
N=G\tau=\frac{\beta\tau I^2}{2E}.
\label{eq:N}
\end{equation}

For the numbers, watts, centimetres and seconds are convenient. The intensity is $1.0\times10^{8}\ \mathrm{W/cm^2}$, the two-photon coefficient is $5.0\times10^{-10}\ \mathrm{cm/W}$, and $2E=1.60\ \mathrm{eV}=2.5635\times10^{-19}\ \mathrm{J}$. Then
\begin{align*}
\beta I_0^2&=(5.0\times10^{-10})(1.0\times10^{8})^2\ \mathrm{W/cm^3}
=5.0\times10^{6}\ \mathrm{W/cm^3},\\
G&=\frac{5.0\times10^{6}}{2.5635\times10^{-19}}\ \mathrm{cm^{-3}\,s^{-1}}
=1.95\times10^{25}\ \mathrm{cm^{-3}\,s^{-1}},\\
N&=(1.95\times10^{25})(1.0\times10^{-8})\ \mathrm{cm^{-3}}
=1.95\times10^{17}\ \mathrm{cm^{-3}}.
\end{align*}
In SI units this is $1.95\times10^{23}\ \mathrm{m^{-3}}$. Because $N\propto I^2$, doubling the intensity would quadruple the density.

The density is within one percent of its steady value once $e^{-t/\tau}=0.01$, that is, after
\begin{equation*}
t=\tau\ln 100=46\ \mathrm{ns}.
\end{equation*}
The word ``steady'' thus requires light that stays constant for several lifetimes.

If the lifetime itself changes with density, as it does when recombination involves three carriers, $N=G\tau$ still holds in the steady state, but with $\tau$ taken at the density $N$. The density is then no longer proportional to $I^2$. If carriers diffuse out of the illuminated region before they recombine, the balance~\eqref{eq:rate} needs a further term.

\subsection{Part (b): the free-carrier loss}

If the carriers are dilute enough to absorb independently, electrons of density $n$ and holes of density $p$ give the absorption coefficient $\sigma_e n+\sigma_h p$. Two-photon absorption creates them in equal numbers, so $n=p=N$, and with $\sigma=\sigma_e+\sigma_h$
\begin{equation}
\alpha_{\mathrm{fc}}=\sigma N=\frac{\sigma\beta\tau I^2}{2E}.
\label{eq:alpha}
\end{equation}
At the entrance,
\begin{equation*}
\alpha_{\mathrm{fc}}=(1.0\times10^{-17}\ \mathrm{cm^2})(1.95\times10^{17}\ \mathrm{cm^{-3}})
=1.95\ \mathrm{cm^{-1}}.
\end{equation*}

To express this in decibels, consider a length $L$ so short that the coefficient hardly changes. The power is reduced by the factor $e^{-\alpha_{\mathrm{fc}}L}$, and the loss in decibels is
\begin{equation*}
-10\log_{10}e^{-\alpha_{\mathrm{fc}}L}
=\frac{10}{\ln 10}\,\alpha_{\mathrm{fc}}L .
\end{equation*}
Division by $L$ gives $(10/\ln10)\times1.95\ \mathrm{cm^{-1}}$, which is $8.47$ dB/cm. This is a local rate at the entrance. It does not say that one centimetre of material costs 8.47 dB, a point taken up in part (d).

\subsection{Part (c): comparison with the direct loss}

Written as $-(\beta I)\,I$, the right side of Eq.~\eqref{eq:beta} shows that two-photon absorption acts like an absorption coefficient $\beta I$. At the entrance it is
\begin{equation*}
\beta I_0=(5.0\times10^{-10})(1.0\times10^{8})\ \mathrm{cm^{-1}}=0.050\ \mathrm{cm^{-1}},
\end{equation*}
or $0.217$ dB/cm. The ratio of the two losses is
\begin{equation}
\frac{\alpha_{\mathrm{fc}}}{\beta I}
=\frac{\sigma\beta\tau I^2}{2E}\,\frac{1}{\beta I}
=\frac{\sigma\tau I}{2E}
=\frac{I}{I_*},
\qquad
I_*=\frac{2E}{\sigma\tau}.
\label{eq:star}
\end{equation}
The coefficient $\beta$ has dropped out, since both losses are proportional to it. Numerically,
\begin{equation*}
I_*=\frac{2.5635\times10^{-19}\ \mathrm{J}}
{(1.0\times10^{-17}\ \mathrm{cm^2})(1.0\times10^{-8}\ \mathrm{s})}
=2.56\times10^{6}\ \mathrm{W/cm^2}=2.56\ \mathrm{MW/cm^2},
\end{equation*}
and at $100\ \mathrm{MW/cm^2}$ the ratio is $39$.

The ratio has a direct meaning. One pair absorbs the power $\sigma I$, so during a mean life $\tau$ it takes the energy $\sigma I\tau$ from the beam. Its creation cost $2E$. Here each pair on average absorbs 39 times as much light energy during its life as was spent in making it. Well below $I_*$ the direct loss dominates and the total coefficient grows as $I$; well above $I_*$ the carriers dominate and it grows as $I^2$.

The total coefficient at the entrance is $1.95+0.05=2.00\ \mathrm{cm^{-1}}$. Multiplied by $I_0$, it gives an absorbed power of $2.0\times10^{8}\ \mathrm{W/cm^3}$. The assumption of fixed temperature is therefore a demanding one: the steady state of the carriers is reached in tens of nanoseconds, but if the light stays on much longer, heating may change the parameters. With a heat capacity like that of silicon, about $1.7\ \mathrm{J\,cm^{-3}K^{-1}}$, and no heat carried away, the entrance warms by about 4 K in the first 46 ns and by about 120 K in the first microsecond.

\subsection{Part (d): the distance to half intensity}

In the steady state both losses act at every point, with $N$ set by the local intensity. From Eqs.~\eqref{eq:beta}, \eqref{eq:alpha} and \eqref{eq:star},
\begin{equation}
\frac{dI}{dz}=-\beta I^2-\alpha_{\mathrm{fc}}I
=-\beta I^2\left(1+\frac{I}{I_*}\right).
\label{eq:beam}
\end{equation}
Separating the variables gives
\begin{equation*}
\beta\,dz=-\frac{dI}{I^2(1+I/I_*)} .
\end{equation*}
The fraction splits as
\begin{equation*}
\frac{1}{I^2(1+I/I_*)}
=\frac{1}{I^2}-\frac{1}{I_*I}+\frac{1}{I_*(I_*+I)} .
\end{equation*}
To confirm this, set $x=I/I_*$ and multiply both sides by $I^2(1+x)$. The right side becomes $(1+x)-x(1+x)+x^2=1$, as required.

Integration from the entrance, where the intensity is $I_0$, to the depth $z$, where it is $I$, yields
\begin{align}
\beta z&=\frac1I-\frac1{I_0}-\frac1{I_*}\ln\frac{I_0}{I}
+\frac1{I_*}\ln\frac{I_*+I_0}{I_*+I}\nonumber\\
&=\frac1I-\frac1{I_0}-\frac1{I_*}\ln\frac{I_0(I_*+I)}{I(I_*+I_0)}\nonumber\\
&=\frac1I-\frac1{I_0}-\frac1{I_*}\ln\frac{1+I_*/I}{1+I_*/I_0}.
\label{eq:z}
\end{align}
In the last step the numerator and the denominator of the argument were both divided by $I\,I_0$.

Now put $I=I_0/2$, multiply by $I_0$, and write $r=I_*/I_0=0.025635$:
\begin{equation*}
\beta I_0z_{1/2}=1-\frac1r\ln\frac{1+2r}{1+r}
=1-0.96302=0.03698 .
\end{equation*}
Two nearly equal numbers are subtracted here, which is why extra digits are kept in the intermediate values. With $\beta I_0=0.050\ \mathrm{cm^{-1}}$ the distance is
\begin{equation*}
z_{1/2}=\frac{0.03698}{0.050\ \mathrm{cm^{-1}}}=0.740\ \mathrm{cm}.
\end{equation*}

The limit $r\ll1$, where carriers dominate, shows where this value comes from. To second order, $\ln(1+2r)=2r-2r^2$ and $\ln(1+r)=r-r^2/2$. Their difference is $r-3r^2/2$, so that $\beta I_0z_{1/2}\approx 3r/2$. Since $\alpha_{\mathrm{fc}}(I_0)=\beta I_0/r$,
\begin{equation*}
z_{1/2}\approx\frac{3r}{2\beta I_0}=\frac{3}{2\,\alpha_{\mathrm{fc}}(I_0)}
=\frac{1.5}{1.95\ \mathrm{cm^{-1}}}=0.77\ \mathrm{cm}.
\end{equation*}
This is about 4 percent above the full result, because the limit leaves out the direct two-photon loss.

A constant entrance loss would predict the fraction
\begin{equation*}
e^{-(2.00\ \mathrm{cm^{-1}})(0.740\ \mathrm{cm})}=0.23
\end{equation*}
at this depth, where the true fraction in this model is $0.50$. The answer to the second question is no. As the beam weakens, the carrier density falls with the square of the intensity, and the material becomes more transparent along the path.

The same sample looks quite different just after the light is switched on, before carriers have gathered. Then Eq.~\eqref{eq:beta} acts alone. It gives $d(1/I)/dz=\beta$, hence $I/I_0=1/(1+\beta I_0z)$, which at $z_{1/2}$ is $1/1.037=0.964$. The transmitted fraction thus starts near $0.96$ and settles at $0.50$ once the carriers have built up. The approach is not quite monotone: deep layers first see a stronger beam than in the steady state, so Eq.~\eqref{eq:build} does not hold there. At $z_{1/2}$ the density overshoots its steady value by about 9 percent, and the transmitted fraction dips to $0.499$ near $t=3\tau$ before it returns to $0.500$.

\section{Variation 1: a pulse of 1 ns}

\textbf{Question.} The light is a flat pulse of duration $t_p=1.0$ ns and intensity $I_0$, entering a sample without carriers. What is the free-carrier loss at the entrance when the pulse ends?

\textbf{Solution.} The steady formula does not apply, since $t_p<\tau$. Equation~\eqref{eq:build} gives the fraction of the steady density that has been reached:
\begin{equation*}
1-e^{-t_p/\tau}=1-e^{-0.10}=0.0952 .
\end{equation*}
The loss is proportional to the density, so at the end of the pulse
\begin{equation*}
\alpha_{\mathrm{fc}}(t_p)=0.0952\times1.95\ \mathrm{cm^{-1}}=0.19\ \mathrm{cm^{-1}} .
\end{equation*}
This still exceeds the direct loss of $0.050\ \mathrm{cm^{-1}}$, but by a factor of about 4 instead of 39.

For $t_p\ll\tau$ the expansion $1-e^{-t_p/\tau}\approx t_p/\tau$ turns Eq.~\eqref{eq:build} into $N(t_p)\approx Gt_p$. The lifetime has disappeared: hardly any pair recombines during the pulse, and the density simply counts the pairs made so far. A shorter lifetime would not help such a pulse unless it were brought down to the order of $t_p$. It would, however, clear the sample sooner for the next pulse.

\section{Variation 2: a shorter lifetime}

\textbf{Question.} The intensity stays constant at $I_0=100\ \mathrm{MW/cm^2}$, but carriers can be removed faster, for instance by an electric field that sweeps them out. Describe the removal by a shorter effective lifetime. To what value must it be reduced for the steady free-carrier loss at the entrance to equal the direct two-photon loss?

\textbf{Solution.} Equality means that the ratio in Eq.~\eqref{eq:star} is one, $\sigma\tau_*I_0/(2E)=1$. Hence
\begin{equation*}
\tau_*=\frac{2E}{\sigma I_0}
=\frac{2.5635\times10^{-19}\ \mathrm{J}}
{(1.0\times10^{-17}\ \mathrm{cm^2})(1.0\times10^{8}\ \mathrm{W/cm^2})}
=2.56\times10^{-10}\ \mathrm{s}=0.256\ \mathrm{ns}.
\end{equation*}
This is the original lifetime divided by 39, as it must be, because the steady free-carrier loss is proportional to $\tau$. The total entrance loss falls from $2.00\ \mathrm{cm^{-1}}$ to $2\times0.050=0.10\ \mathrm{cm^{-1}}$. A field can achieve this only if the illuminated region is narrow enough for the carriers to leave it in about the time $\tau_*$. This condition is necessary but not sufficient, because the separating electrons and holes screen the applied field. If both drift at the speed $v$ across a width $w$, their space charge lowers the field at the centre by $eGw^2/(4v\varepsilon)$, with $e$ the elementary charge and $\varepsilon$ the permittivity. For silicon-like values, $v=10^7\ \mathrm{cm/s}$ and a relative permittivity of 11.7, this is $5\times10^5\ \mathrm{V/cm}$ at $w=v\tau_*\approx26\ \mu\mathrm{m}$, above the breakdown field of roughly $3\times10^5\ \mathrm{V/cm}$, but below $10^3\ \mathrm{V/cm}$ at $w=1\ \mu\mathrm{m}$.

Each halving of the lifetime cuts the total loss by a smaller fraction than the one before: by nearly one half well above $\tau_*$, by one quarter in the step from $\tau_*$ to $\tau_*/2$, and by ever less below. As $\tau\to0$ the free-carrier part vanishes, but the direct part $\beta I_0=0.050\ \mathrm{cm^{-1}}$ remains, since it is the price of creating the pairs and does not depend on how long they live.

Numbers in the example were calculated in double precision.
